# Load-Bearing Slurry Particles in a Fixed Gap and Their Large-Size Tail

If the abrasive particles of a polishing slurry are all given their mean diameter, a pad held farther from the wafer than that diameter touches none of them, and the predicted abrasive removal is zero. With a spread of sizes some particles do bridge the gap, and they all come from the upper part of the distribution. If the gap is held fixed, two slurries with the same mean diameter can then differ by half in the number of working particles because one distribution is ten percent wider. If the pressure is held fixed instead, even the sign of this effect can change. To predict this, one needs the fraction of particles that bear load and its response to changes in the tail.

Let the wafer and the undeformed pad face be locally flat and parallel, a distance \(g\) apart. The particles and the wafer are rigid, and the pad yields locally around a particle that is too large for the gap. A particle of diameter \(D\) then bears load if and only if \(D>g\). Two further assumptions enter. Particles get into the gap with a probability that does not depend on their size, so that the population there is that of the slurry. They also do not shield one another: a large particle does not lift the pad off its smaller neighbours. The gap is held fixed until a different condition is stated.

The number distribution of diameters is Gaussian with mean \(\mu\) and standard deviation \(\sigma\), restricted to \(D>0\). Define

\[
\phi(x)=\frac{e^{-x^2/2}}{\sqrt{2\pi}},\qquad Q(x)=\int_x^\infty\phi(t)\,dt,\qquad \Phi(x)=1-Q(x),
\]

\[
z=\frac{g-\mu}{\sigma},\qquad r=\frac{\mu}{\sigma}.
\]

With \(x=(D-\mu)/\sigma\), the condition \(D>g\) becomes \(x>z\), and \(D>0\) becomes \(x>-r\). The load-bearing fraction is the number above the gap divided by the number of all particles,

\[
F_+=\frac{\int_z^\infty\phi(x)\,dx}{\int_{-r}^\infty\phi(x)\,dx}=\frac{Q(z)}{\Phi(r)},
\]

where the symmetry of \(\phi\) gives \(Q(-r)=\Phi(r)\). If \(r\) is well above 1, the denominator is close to 1 and

\[
F=Q(z)=\frac12\,\mathrm{erfc}\!\left(\frac{g-\mu}{\sqrt2\,\sigma}\right).
\]

The complementary error function appears through the substitution \(x=\sqrt2\,t\), which turns \(Q(z)\) into \(\pi^{-1/2}\int_{z/\sqrt2}^\infty e^{-t^2}dt\). The error of the plain form relative to the restricted one is \((F_+-F)/F_+=1-\Phi(r)=Q(r)\).

Take as round model parameters \(\mu=80\) nm, \(\sigma=16\) nm and \(g=112\) nm. Then \(z=(112-80)/16=2\) and \(r=80/16=5\). The fraction is \(F=Q(2)=0.02275\), so about 2.3 % of the particles bear load although the gap is 40 % wider than the mean diameter. Ignoring the restriction to positive diameters costs a relative error of \(3\times10^{-7}\).

The sensitivities follow from \(dQ/dz=-\phi(z)\) and

\[
\frac{\partial z}{\partial\mu}=-\frac1\sigma,\qquad
\frac{\partial z}{\partial g}=\frac1\sigma,\qquad
\frac{\partial z}{\partial\sigma}=-\frac{g-\mu}{\sigma^2}=-\frac z\sigma .
\]

The chain rule gives

\[
\frac{\partial F}{\partial\mu}=\frac{\phi(z)}{\sigma},\qquad
\frac{\partial F}{\partial g}=-\frac{\phi(z)}{\sigma},\qquad
\frac{\partial F}{\partial\sigma}=\frac{z\,\phi(z)}{\sigma}.
\]

As long as the restriction to \(D>0\) is negligible, widening the distribution raises \(F\) when the gap exceeds the mean diameter and lowers it when the gap is smaller. At \(g=\mu\) half the particles then bear load whatever the width.

Since \(F\) may be small, relative changes are more informative. With \(h(z)=\phi(z)/Q(z)\), division by \(F\) and multiplication by the varied parameter give

\[
\frac{\partial\ln F}{\partial\ln\sigma}=z\,h,\qquad
\frac{\partial\ln F}{\partial\ln\mu}=r\,h,\qquad
\frac{\partial\ln F}{\partial\ln g}=-\frac g\sigma\,h=-(z+r)\,h .
\]

These sum to zero, as they must, because multiplying all three lengths by one factor leaves the geometry unchanged. For a broad distribution the term \(-\ln\Phi(r)\) in \(\ln F_+\) also contributes. Since \(\partial r/\partial\ln\sigma=-r\) and \(\partial r/\partial\ln\mu=r\), it adds \(+r\phi(r)/\Phi(r)\) to the first slope and \(-r\phi(r)/\Phi(r)\) to the second, and the sum is still zero. The plain form is used from here on.

In the example \(h=0.053991/0.022750=2.373\), and the three slopes are 4.75, 11.87 and \(-16.61\). To leading order, a gap wider by one percent removes about 17 % of the bearing particles. In this example the gap must therefore be known far more accurately than the fraction one wants to predict.

The width sensitivity can be bounded for every \(z>0\). Consider first \(\phi/z-Q\). Because \(\phi'=-z\phi\),

\[
\frac{d}{dz}\left(\frac{\phi}{z}-Q\right)=-\phi-\frac{\phi}{z^2}+\phi=-\frac{\phi}{z^2}<0 .
\]

The difference falls towards zero at infinity, so it is positive, and \(Q<\phi/z\). For the other side,

\[
\frac{d}{dz}\left(\frac{z\phi}{1+z^2}-Q\right)
=\phi\left[\frac{1-z^2}{(1+z^2)^2}-\frac{z^2}{1+z^2}+1\right]
=\frac{2\phi}{(1+z^2)^2}>0 .
\]

The last step uses the common denominator \((1+z^2)^2\), over which the numerator is \(1-z^2-z^2(1+z^2)+(1+z^2)^2=2\). This difference rises towards zero, so it is negative, and \(Q>z\phi/(1+z^2)\). Inverting both inequalities and multiplying by \(z\phi\) gives

\[
z^2<\frac{\partial\ln F}{\partial\ln\sigma}<z^2+1\qquad(z>0).
\]

For \(z>0\) the slope also rises steadily with \(z\). From \(\phi'=-z\phi\) and \(Q'=-\phi\) one finds \(h'=h(h-z)\), which is positive because the lower bound means \(h>z\), so both factors of \(z\,h\) increase. Farther out in the tail, a given small relative change of the width therefore produces a larger relative change of the bearing fraction. At \(z=1,2,3\) the fraction is 0.159, 0.0228 and 0.00135, while the logarithmic slope is 1.53, 4.75 and 9.85. The absolute slope \(z\phi/\sigma\) behaves differently. At fixed \(\sigma\) its derivative with respect to \(z\) is \((1-z^2)\phi/\sigma\), so it is largest at \(z=1\) and falls beyond.

A slope describes small changes. If \(\sigma\) grows by ten percent to 17.6 nm, the new fraction is \(Q(32/17.6)=0.0345\), an increase of 51.7 %. The linear estimate is \(10\,\%\times4.746=47.5\,\%\). For larger changes it is better to evaluate \(Q\) again than to extrapolate.

The width changes both tails together. The shape can also change at fixed mean and standard deviation. The simplest measure of an asymmetric change is the skewness \(\gamma\), the mean of \(x^3\). Suppose that the higher cumulants are of higher order in \(\gamma\). This leaves out symmetric changes, such as two equally heavier tails, which alter the bearing fraction without any skewness. The characteristic function of \(x\), the mean of \(e^{ikx}\), is then to first order

\[
\chi(k)=e^{-k^2/2}\left[1+\frac{\gamma}{6}(ik)^3\right].
\]

In the inverse transform \(p(x)=(2\pi)^{-1}\int e^{-ikx}\chi(k)\,dk\), each factor \(ik\) acts as \(-d/dx\). Hence \(p=\phi-\gamma\phi'''/6\). Repeated differentiation gives \(\phi''=(x^2-1)\phi\) and \(\phi'''=-(x^3-3x)\phi\), so

\[
p(x)=\phi(x)\left[1+\frac\gamma6\,(x^3-3x)\right].
\]

The tail integral needs only the derivative form, because \(-\int_z^\infty\phi'''dx=\phi''(z)\):

\[
F=Q(z)+\frac{\gamma}{6}\,(z^2-1)\,\phi(z)+\dots
\]

To first order in \(\gamma\), positive skewness raises the bearing fraction if the gap lies more than one standard deviation above the mean, and lowers it if the gap lies within one standard deviation of the mean. At \(z=1\) the first-order effect vanishes. The relative effect per unit skewness, \((z^2-1)h/6\), grows as \(z^3/6\) far out in the tail, because \(h\) approaches \(z\) there.

A shifted gamma distribution with the same mean and standard deviation and \(\gamma=0.3\) shows how far this reaches. At \(z=2\) the linear formula gives \(0.02275+0.3\times0.026995=0.0308\), against 0.0302 for the gamma law itself. At \(z=3\) it gives 0.0031 against 0.0036, while the Gaussian value is 0.00135. For this gamma law the fraction is thus about a third larger than the Gaussian value at \(z=2\), and about 2.7 times as large at \(z=3\). Other distributions with the same skewness can give different factors, especially far out in the tail, where the higher cumulants also matter. A Gaussian fitted to the centre of a measured distribution is therefore a weak basis for predictions at large \(z\). The slopes and their bounds also belong to the Gaussian. A lognormal distribution with the same mean and standard deviation gives \(F=0.036\) at \(g=112\) nm, with a width slope of 3.4, below \(z^2=4\), and a gap slope of \(-11\).

Another change of the tail is a small admixture of oversize particles, such as agglomerates. Replace a number fraction \(\varepsilon\) of the slurry by particles that are all larger than the gap. Each of these bears load, so

\[
F\;\to\;(1-\varepsilon)F+\varepsilon=F+\varepsilon(1-F).
\]

The relative change is \(\varepsilon(1-F)/F\), which makes \(F\), not unity, the scale against which contamination must be judged. One oversize particle per thousand gives \(0.02275+0.001\times0.97725=0.02373\), an increase of 4.3 % at fixed gap. By mass the admixture is much larger than by number, about 1.4 % of the solids for 200 nm particles and 4.5 % for 300 nm particles. The result is the same for particles of 200 nm and of 300 nm, since a count of bearing particles does not register by how much they exceed the gap.

The load does register it, but finding it requires a contact law. The simplest is a pad of independent linear springs, in which each bearing particle carries a force \(k(D-g)\) with the same stiffness \(k\). The mean load per slurry particle is then \(kM\), where \(M\) is the mean squeeze, counted as zero for particles that fit into the gap:

\[
M=\sigma\int_z^\infty(x-z)\,\phi(x)\,dx=\sigma\left[\phi(z)-z\,Q(z)\right].
\]

The first term follows from \(x\phi=-\phi'\). In the example \(M=16\,(0.053991-2\times0.022750)=0.136\) nm. Divided by \(F\), this gives the mean squeeze of a bearing particle, \(\sigma(h-z)=5.97\) nm. By the bound \(h<z+1/z\), this quantity stays below \(\sigma/z\), here 8 nm. Most of the bearing particles thus exceed the gap by little, which is why a few much larger ones can matter.

To find the response of the load to the width, write \(M=\sigma\phi(z)-(g-\mu)Q(z)\) and differentiate at fixed \(g\) and \(\mu\):

\[
\frac{\partial M}{\partial\sigma}
=\phi+\left[-\sigma z\phi+(g-\mu)\phi\right]\frac{\partial z}{\partial\sigma}=\phi(z),
\]

because \(g-\mu=\sigma z\) makes the bracket vanish. The logarithmic slope is

\[
\frac{\partial\ln M}{\partial\ln\sigma}=\frac{\phi}{\phi-zQ}=\frac{h}{h-z}=6.36 ,
\]

compared with 4.75 for the count. The ten percent increase in \(\sigma\) that adds 52 % to the number of bearing particles adds 77 % to the load.

For oversize particles of mean diameter \(D_c\), all above the gap, the mean squeeze becomes \((1-\varepsilon)M+\varepsilon(D_c-g)\). With \(\varepsilon=0.001\) and \(D_c=200\) nm this is \(0.999\times0.13585+0.001\times88=0.2237\) nm, an increase in load of 65 %. At 300 nm the increase is 138 %. The same contamination changes the count by 4.3 % in both cases. The load figures extrapolate the spring law to squeezes of 88 and 188 nm, comparable with the gap itself. So large a particle may also lift the pad off its neighbours, against the assumption of no shielding. The figures show the direction of the effect and its size under the linear law, not a calibrated load.

The opposite intervention is to remove all particles above a cutoff \(c>g\), as an ideal filter would. Let \(y=(c-\mu)/\sigma\). Both the bearing particles and the total lose the number \(Q(y)\), so

\[
F_c=\frac{Q(z)-Q(y)}{1-Q(y)} .
\]

The denominator means that the fraction refers to the particles that remain. The share of the original linear load carried by the removed particles is

\[
S=\frac{\int_y^\infty(x-z)\phi\,dx}{\int_z^\infty(x-z)\phi\,dx}
=\frac{\phi(y)-z\,Q(y)}{\phi(z)-z\,Q(z)} .
\]

For \(c=128\) nm, \(y=3\) and \(F_c=(0.022750-0.001350)/(1-0.001350)=0.02143\), a decrease of 5.8 %. The removed particles are 0.135 % of the slurry, about one in 740, and 5.9 % of the bearing particles, yet they carried \(S=20.4\,\%\) of the load.

This share depends on the contact law. For a rigid sphere on an elastic half-space, Hertz theory gives a force proportional to \(\sqrt D\,(D-g)^{3/2}\), provided that the indentation is small compared with the radius and the contacts are isolated. Relative to the linear law this contains the additional factor \(\sqrt{D(D-g)}\), which increases with \(D\) and so shifts weight towards the largest particles. Numerical integration gives the particles above the cutoff 31 % of the load instead of 20 %. This figure is an estimate, because at the cutoff the indentation of 16 nm is already a quarter of the radius, and the ratio grows with particle size. The number fraction \(F\) is the same under both laws, since it depends on the geometry alone.

If the pressure is set instead of the gap, the gap adjusts. The spring model shows how much this matters. Suppose that the particles carry the whole load, with no direct contact between pad and wafer, and that their number per area in the gap is fixed. Constant pressure then means constant \(M\). Raising the gap reduces the squeeze of every bearing particle equally, so \(\partial M/\partial g=-Q(z)\). Setting \(dM=\phi\,d\sigma-Q\,dg=0\) at fixed \(\mu\) gives

\[
\left(\frac{dg}{d\sigma}\right)_M=\frac{\phi}{Q}=h .
\]

A wider distribution pushes the pad away. The total change of the bearing fraction is

\[
\left(\frac{dF}{d\sigma}\right)_M=\frac{z\phi}{\sigma}-\frac{\phi}{\sigma}\,h=-\frac{\phi}{\sigma}\,(h-z)<0 .
\]

The sign is negative because \(h>z\), which was shown above for \(z>0\) and is evident for \(z\le0\). Multiplication by \(\sigma/F\) gives the logarithmic slope \(-h(h-z)=-2.373\times0.373=-0.89\), against \(+4.75\) at fixed gap. In this model a broader distribution at fixed pressure leaves fewer particles in contact, each carrying more load on average. Solving \(M=\text{const}\) for the ten percent wider distribution moves the gap to 115.8 nm and lowers \(F\) by 8 %. Oversize particles act in the same direction: one per thousand at 200 nm moves the gap to about 117 nm and lowers \(F\) by about half, against the 4.3 % increase at fixed gap. The full increase of \(F\) with \(\sigma\) found at fixed gap therefore requires a gap held nearly fixed by something other than the particles, such as a rigid spacer. Pad asperities that carry most of the pressure do not ensure this by themselves. They must also be stiff enough that the gap hardly moves when the load on the particles changes.

The closed forms for the fraction, its fixed-gap slopes, the mean squeeze, the oversize admixture and the cutoff were tested against direct integration of the size distribution, and the skewness slope against gamma-distribution tails. The fixed-pressure slope is not among these tests and rests on the derivation given here. The finite fixed-pressure changes follow from solving the closed form of \(M\) for the gap, and the lognormal values follow from the lognormal tail itself. The numerical output lists the main fixed-gap values, including the \(h\) and \(z\) from which the fixed-pressure slope was worked out.

## Computed values

```
mean diameter mu = 80 nm
standard deviation sigma = 16 nm
gap g = 112 nm
reduced gap z = 2.000; mu/sigma r = 5.000
density phi(z) = 0.053991
load-bearing fraction F = 0.022750 = 2.275 %
relative error from ignoring D > 0: 2.87e-07
ratio h = phi/Q = 2.37322
dF/dmu = -dF/dg = 0.003374 per nm
dF/dsigma = 0.006749 per nm
dlnF/dlnsigma = 4.7464
its bounds: 4.0 and 5.0
dlnF/dlnmu = 11.8661
dlnF/dlng = -16.6125
at z = 1: F = 0.158655, dlnF/dlnsigma = 1.5251
at z = 3: F = 0.001350, dlnF/dlnsigma = 9.8493
sigma +10 %: sigma = 17.6 nm, F = 0.034518
  change of F = 51.7 %
  linear estimate of change = 47.5 %
  change of linear load = 76.6 %
skewness in example = 0.3
z = 2: dF/dskew = 0.026995
  F linear in skew = 0.030849
  F gamma law = 0.030196
z = 3: dF/dskew = 0.005909
  F linear in skew = 0.003123
  F gamma law = 0.003585
mean squeeze per slurry particle M = 0.13585 nm
mean squeeze per bearing particle = 5.971 nm
dM/dsigma = 0.053991 (nm per nm)
dlnM/dlnsigma = 6.3588
oversize number fraction = 0.0010
  F with oversize = 0.023727
  change of F = 4.30 %
  oversize mean 200 nm: M = 0.22372 nm
    change of linear load = 64.7 %
  oversize mean 300 nm: M = 0.32372 nm
    change of linear load = 138.3 %
cutoff diameter = 128 nm, reduced y = 3.0
  slurry number fraction above = 0.1350 %
  share of bearing particles above = 5.93 %
  share of linear load above = 20.40 %
  share of Hertz load above = 31.02 %
  F after removal = 0.021429
  change of F = -5.81 %
  change of linear load = -20.29 %
```
